The fastest spinodal-dewetting wavelength of a molten metal film

A metal film a few nanometres thick, melted on an oxide, can lower its energy by gathering into drops. It need not wait for a hole to form. If van der Waals forces favour transfer of liquid from thin places to thick ones, a slight ripple of the surface grows by itself. Surface tension opposes short ripples, and viscous flow over long distances delays long ones. An intermediate wavelength therefore grows fastest. The question is what fixes it, and when a real film would show it.

**Setting and assumptions**

The film lies on a flat rigid substrate at z = 0 and has its free surface at z = h(x,t). Its mean thickness is h₀. Subscripts x, z and t denote derivatives, and a prime on φ denotes a derivative with respect to thickness. Atomic units are used in the algebra (energy in hartree, length in bohr). No ħ or electron mass appears in the results, so they hold in any consistent units.

The van der Waals energy per area is

φ(h) = −A/(12πh²), A > 0.

With this sign convention the energy falls as the film thins. The assumptions are:

(a) The ripple is long, kh₀ ≪ 1, where k is its wavenumber, and its amplitude is much smaller than h₀.

(b) The liquid is Newtonian and incompressible, with viscosity μ. Inertia and gravity are negligible.

(c) The surface tension γ and the temperature are uniform. The liquid does not slip on the substrate or evaporate.

(d) A is constant, and φ at each place depends on the local thickness there.

(e) The film is continuous, with no holes.

**Theorem.** Under (a)–(e) the flat film is unstable to ripples with 0 < k < k_c, where k_c² = A/(2πγh₀⁴). The fastest-growing ripple has wavelength

λ_m = h₀² √(16π³γ/A)

and growth rate

σ_m = A²/(48π²μγh₀⁵).

The proof needs the pressure that drives the flow, the flux it produces, and the growth rate of one ripple.

**Lemma 1 (driving pressure).** The liquid is driven by P = φ′(h) − γh_xx.

Proof. A surface element has length √(1 + h_x²) dx, which for small slopes is (1 + h_x²/2) dx. The free energy per unit width is therefore

F = ∫ [φ(h) + γ(1 + h_x²/2)] dx.

Change h by δh. Then

δF = ∫ [φ′(h) δh + γh_x δh_x] dx.

Integration by parts in the second term, with periodic ends, gives

δF = ∫ [φ′(h) − γh_xx] δh dx = ∫ P δh dx.

Thus P is the energy cost per volume of liquid added at x. It equals the liquid pressure at the surface, relative to the ambient, with the van der Waals potential included. For a long ripple the vertical momentum balance makes this combined pressure uniform across the film, up to relative corrections of order (kh₀)². Its gradient P_x then drives every layer equally. ∎

For the energy given here,

φ′ = A/(6πh³), φ″ = −A/(2πh⁴).

The van der Waals part of P is larger where the film is thinner, so it pushes liquid towards thick places. That is the instability. The part −γh_xx is positive at a crest, where h_xx < 0, and pushes liquid away from it.

**Lemma 2 (flux).** Let the surface carry a tangential stress τ and let the liquid slip with length b, so that u = b u_z at z = 0. The volume flux per unit width is

q = −(1/μ)(h³/3 + bh²)P_x + (1/μ)(h²/2 + bh)τ.

Under the theorem's assumptions b = τ = 0, and q = −(h³/3μ)P_x.

Proof. Velocities vary over a distance h vertically and 1/k horizontally, so u_xx is smaller than u_zz by a factor of order (kh)². The horizontal balance is μu_zz = P_x. Integrate once, using μu_z = τ at z = h:

μu_z = P_x(z − h) + τ.

At the wall this gives μu(0) = b(τ − hP_x). A second integration gives

μu = P_x(z²/2 − hz) + τz + b(τ − hP_x).

Now integrate from 0 to h. The first term gives P_x(h³/6 − h³/2) = −h³P_x/3, the second gives τh²/2, and the third gives bhτ − bh²P_x. Their sum divided by μ is the stated flux. ∎

**Lemma 3 (growth rate).** For h = h₀ + ε cos(kx) e^{σt} with small ε,

σ = −(h₀³k²/3μ)(φ″ + γk²), with φ″ taken at h₀.

Proof. Liquid is conserved, so h_t = −q_x, or

h_t = ∂_x[(h³/3μ)P_x].

Write η = h − h₀. To first order φ′(h) = φ′(h₀) + φ″η, and η_xx = −k²η. Hence

P = φ′(h₀) + (φ″ + γk²)η.

The gradient P_x is already first order, so the factor h³ in front of it may be replaced by h₀³. Then

ση = (h₀³/3μ)P_xx = −(h₀³k²/3μ)(φ″ + γk²)η.

Division by η gives the result. ∎

**Proof of the theorem.** Insert φ″ = −A/(2πh₀⁴) and define k_c² = −φ″/γ = A/(2πγh₀⁴). Lemma 3 becomes

σ = (γh₀³/3μ) k²(k_c² − k²).

This is positive for 0 < k < k_c. As a function of k² it is a downward parabola with zeros at 0 and k_c², so its maximum lies midway:

k_m² = k_c²/2 = A/(4πγh₀⁴).

The wavelength is

λ_m = 2π/k_m = 2πh₀² √(4πγ/A) = h₀² √(4π²·4πγ/A) = h₀² √(16π³γ/A).

At the maximum k²(k_c² − k²) = k_m⁴, so

σ_m = (γh₀³/3μ) · A²/(16π²γ²h₀⁸) = A²/(48π²μγh₀⁵). ∎

Doubling the thickness at fixed A, γ and μ lengthens λ_m by a factor of 4 and the growth time 1/σ_m by a factor of 32. For A < 0, φ″ is positive, Lemma 3 gives σ < 0 at every k > 0, and the flat film is stable. For another local energy the same steps give λ_m = 2π√(2γ/|φ″|), provided φ″ < 0.

**Remark 1: the cutoff from energy alone.** Put h = h₀ + ε cos kx into F and average over a wavelength. The linear term of φ averages to zero. The mean of cos² is 1/2, so the quadratic term gives φ″ε²/4. The mean of h_x²/2 is ε²k²/4. The energy change per area is

ΔF = (ε²/4)(φ″ + γk²).

It is negative for k < k_c. Energy alone thus decides which ripples can grow, and viscosity does not enter. Energy alone does not select λ_m, since the gain for given ε is largest as k → 0. The factor k² in the rate, which comes from transport, suppresses those long waves.

**Remark 2: how sharp the selection is.** Let r = k²/k_m². Since k_c² = 2k_m²,

σ/σ_m = r(2 − r) = 1 − (1 − r)².

The rate exceeds half its peak for r between 0.29 and 1.71, that is, for wavelengths from 0.77λ_m to 1.85λ_m. The peak is broad. A numerical solution of the nonlinear film equation, in units with A = γ = h₀ = μ = 1, shows the competition. The periodic box was 8.08λ_m long. Ripples with 1 to 15 waves in the box were seeded with equal amplitudes, 10⁻⁶ of the thickness, and random phases. After six growth times the ripple with 8 waves was the largest. Its rate was 0.9996 of σ_m, as the formula gives for r = (8/8.08)². For 9 waves the formula gives 0.94, so after six growth times the winner leads that neighbour by a factor of only about 1.4. Ripples over a range of wavelengths about λ_m therefore grow at similar rates.

**Remark 3: slip and inertia.** By Lemma 2, slip multiplies the mobility h₀³/3μ by 1 + 3b/h₀. This factor does not contain k, so the rate changes and λ_m does not. The statement holds while bh₀k² ≪ 1, so that the balance of Lemma 2 applies. For the copper example below, full Stokes flow lengthens λ_m by about 2% at b = 10h₀ and 15% at b = 100h₀.

Inertia adds ρσu to the horizontal balance of a growing ripple, where ρ is the density:

ρσu = −P_x + μu_zz.

Set ζ = z/h₀, s² = ρσh₀²/μ and u = −(h₀²P_x/μ)v(ζ). Then

−v″ + s²v = 1, v(0) = 0, v′(1) = 0,

where primes on v mean d/dζ, and the flux is −(h₀³/μ)m P_x with m = ∫v dζ from 0 to 1. Consider

J[v] = ∫ (2v − v′² − s²v²) dζ

for functions with v(0) = 0. It is concave, and its maximum satisfies the equation and end condition above. Multiplying that equation by v and integrating gives ∫(v′² + s²v²)dζ = ∫v dζ, so the maximum of J equals m. For any fixed nonzero v, J falls as s² rises, so its maximum m falls too. The growth rate obeys

σ/m(σ) = (h₀³/μ) k²(|φ″| − γk²).

The left side increases with σ. The largest σ therefore occurs where the right side is largest, which is at the same k_m. Within lubrication theory inertia slows the growth and leaves λ_m unchanged.

**Remark 4: ripples that are not very long.** The first correction in q = kh₀ follows from the Stokes equations, with φ still taken as local. Let w be the vertical velocity amplitude. Incompressibility gives u = iw_z/k, and the horizontal balance gives the pressure p = μ(w_zzz − k²w_z)/k². Zero tangential stress requires w_zz + k²w = 0 at the surface. The normal balance is p − 2μw_z = Nη, with N = φ″ + γk². Write w = (h₀Nη/μ)W(ζ). Eliminating p between the two momentum balances gives

W⁗ = 2q²W″ − q⁴W,

with W(0) = W′(0) = 0 and, at ζ = 1,

W″ + q²W = 0, W‴ − 3q²W′ = q².

The surface moves with the liquid, so σ = (h₀N/μ)W(1). Expand W = q²W₀ + q⁴W₁ + …. At lowest order W₀⁗ = 0, W₀″(1) = 0 and W₀‴(1) = 1, so

W₀ = ζ³/6 − ζ²/2, W₀(1) = −1/3, W₀′(1) = −1/2.

This reproduces Lemma 3. At the next order W₁⁗ = 2(ζ − 1), W₁″(1) = 1/3 and W₁‴(1) = −3/2. With y = 1 − ζ, two integrations give

W₁″ = −y³/3 + 3y/2 + 1/3.

Since W₁ and W₁′ vanish at the wall, W₁(1) = ∫ y W₁″ dy from 0 to 1, which is −1/15 + 1/2 + 1/6 = 3/5. Hence

W(1) = −(q²/3)(1 − 9q²/5 + …).

With X = q² and X_c = k_c²h₀², the rate is proportional to X(X_c − X)(1 − 9X/5). Setting its derivative to zero near X = X_c/2 gives

X_c − 2X ≈ (9/5)(X_c²/4).

So X falls below X_c/2 by 9X_c²/40, a relative change of −(9/10)q_m², where q_m = k_mh₀ and q_m² = X_c/2. Because λ varies as X^(−1/2), the wavelength grows by the fraction (9/20)q_m². The condition q_m ≪ 1 means h₀ ≫ √(A/(4πγ)).

**Remark 5: heating that depends on thickness.** Suppose the local temperature T is a fixed function of the local thickness, so that dT/dh is the same for every ripple. This is an idealization. It requires heat conduction along the film to be negligible over a wavelength, since conduction evens out short ripples more than long ones. Write γ_T = dγ/dT and T_h = dT/dh. The surface then carries the stress τ = γ_T T_h h_x. By Lemma 2 with b = 0 it adds the flux (h²/2μ)γ_T T_h h_x. Taking −∂_x of this adds (h₀²k²/2μ)γ_T T_h to σ, so

σ = (h₀³k²/3μ)[|φ″| + 3γ_T T_h/(2h₀) − γk²].

The maximum moves to

k_m² = (|φ″|/2γ)[1 + 3γ_T T_h/(2h₀|φ″|)],

provided the bracket is positive. If it is not, the ripples decay. For the usual γ_T < 0, a film that is hotter where thicker has its surface pulled towards thin places. This opposes the instability and lengthens λ_m.

**Example: 3 nm of liquid copper on silica**

Take rough values near 1400 K, with A chosen as a round number for illustration: A = 2 eV, γ = 8 eV/nm², μ = 4 mPa s and ρ = 8 g/cm³. The inputs support only about one figure. Further digits are kept below so that the arithmetic can be followed. With 16π³ = 496.1,

λ_m = (3 nm)² √(496.1 × 8/2) nm⁻¹ = 9 × 44.5 nm ≈ 401 nm,

or about 4010 Å. Ripples shorter than λ_m/√2 ≈ 283.5 nm decay.

For the rate, 1 eV = 1.602×10⁻¹⁹ J converts the viscosity to 2.50×10⁻¹¹ eV s/nm³. Then

1/σ_m = 48π² × 2.50×10⁻¹¹ × 8 × 3⁵/2² s ≈ 5.75 μs.

With the other parameters held fixed, a 2 nm film has λ_m ≈ 178 nm and a growth time of 0.76 μs. A 5 nm film has 1114 nm and 74 μs.

Several neglected effects are small here. The fastest ripple has k_mh₀ = 0.047, so Remark 4 lengthens λ_m by 0.45 × 0.047² ≈ 0.1%. The inertia number s² is 3×10⁻⁶. Gravity would add ρg to φ″, and this is 10⁻¹⁰ of |φ″|.

The finite speed of light weakens van der Waals forces. Its effect was estimated from the Lifshitz energy at zero temperature for a free-standing film with dielectric function 1 + (ω_p/ξ)² at imaginary frequency iξ and ħω_p = 11 eV. In this model |φ″| falls to 0.985 of its value for infinite light speed, which lengthens λ_m by 0.7%. The substrate and the bound electrons are left out, so this is a rough size.

Thermal motion roughens the surface. Equipartition gives each surface wave in a square of side L a mean square amplitude k_BT/(γk²L²), if van der Waals forces are neglected. Summing with L = λ_m, down to half-waves of 0.25 nm, gives an rms roughness δ = 0.13 nm. Averaging h⁻⁴ over a small Gaussian displacement multiplies it by about 1 + 10δ²/h₀² = 1.019, which shortens λ_m by about 1%.

Uneven heating could matter more, if T_h were large enough and the same for every ripple. Here |φ″| = 0.00393 eV/nm⁴, and γ_T is taken as roughly −0.001 eV/(nm² K). By Remark 5, a 5% longer wavelength needs a bracket of 1/1.05² = 0.907, hence

T_h = 0.093 × 2 × 3 × 0.00393/(3 × 0.001) K/nm ≈ 0.73 K/nm.

This number belongs to the idealized case of Remark 5, not to a real copper film. With a thermal diffusivity D of roughly 0.4 cm²/s, conduction along the film evens out temperature differences over the fastest ripple in about 1/(Dk_m²) ≈ 0.1 ns, far less than the growth time. Under steady heating T_h then falls as k rises, and the same gradient at λ_m lengthens the wavelength by less than 5%.

**When an existing hole wins**

Assumption (e) fails if a hole is already present. Let θ be the contact angle of the liquid on the substrate. Drying a unit area removes the liquid surface and the liquid–substrate interface and exposes the substrate. By Young's equation this releases γ(1 − cos θ), which is the force f per unit length on a hole edge. The small energy φ is neglected here.

Suppose the edge has swept up a strip of film of width X, with mass ρh₀X per unit length, moving at speed v = dX/dt. Its momentum is p = ρh₀Xv. Drag can reduce the net force, so dp/dt ≤ f. Multiply by p:

p dp/dt ≤ fρh₀X dX/dt.

Integration from rest gives p² ≤ fρh₀X², and therefore

v ≤ √(γ(1 − cos θ)/(ρh₀)).

For θ = 120°, a rough value, the bound is 283 m/s. In one growth time the edge could travel at most 1.63 mm, and it needs at least 1.4 ns to cross one wavelength. Viscous drag may make the true speed much lower. Yet even at a thousandth of the bound, the edge would cover 1.6 μm, or four wavelengths, while the ripples grow by a factor e. A hole spacing well above the distance actually swept during growth is thus a condition for seeing the pattern set by λ_m.

**Beside real films**

The thickness and liquid properties above are in the range of thin copper films melted on oxides, but A is the least certain input. At fixed h₀ = 3 nm and γ, A = 1 eV gives λ_m = 567 nm and A = 3 eV gives 327 nm. This spread far exceeds the small corrections above. Lifshitz estimates with simple dielectric models put A near 1.6–1.8 eV for a free-standing copper film and near 1.1–1.3 eV on silica, so 2 eV is probably high. The lower range gives λ_m of roughly 500–540 nm and a growth time of 14–19 μs. Copper wets silica poorly and tends to deposit as islands, so a 3 nm layer may break assumption (e) before it melts. The formula then does not apply. Interconnect copper normally sits on a metal liner and stays solid in processing. Its grain boundaries and facets are absent from F, so λ_m is not a design rule for such lines. For a liquid film that meets assumptions (a)–(e), with A known and φ purely van der Waals, λ_m is the wavelength of fastest linear growth. Electrons confined in so thin a metal film can also add to φ a part that oscillates with thickness. In a free-electron slab at 1400 K its share of φ″ is about a thousand times the van der Waals share if the film is smooth. It falls steeply with roughness, but at the 0.13 nm found above it is still several times the van der Waals share, with either sign, and it becomes small only near 0.2 nm. Electron scattering in the liquid would reduce it further, so these are rough sizes. It is not included here, so the 401 nm found above is the van der Waals value alone and not a forecast for a real copper film. The later merging of drops lies outside this theory. The values for the case A = 2 eV are listed in the numerical output.

Numbers as computed

```
Liquid copper film, rough typical inputs
Hamaker constant A: 2.0 eV
surface tension: 8.0 eV/nm^2
film thickness: 3.0 nm
viscosity: 4.0 mPa s
density: 8.0 g/cm^3
temperature: 1400 K
Main results
minus phi'': 0.00393 eV/nm^4
fastest wavenumber: 0.01567 1/nm
fastest wavelength, formula: 400.9 nm
same, converted: 4009 angstrom
same, from film equation: 400.9 nm
cutoff wavelength: 283.5 nm
growth time 1/rate: 5.75 microseconds
h = 2 nm: wavelength 178.2 nm, growth time 0.76 microseconds
h = 5 nm: wavelength 1113.7 nm, growth time 73.92 microseconds
A = 1 eV, h = 3 nm: wavelength 567.0 nm
A = 3 eV, h = 3 nm: wavelength 327.3 nm
Mode competition, scaled units (A = gamma = h = mu = 1)
box / fastest wavelength: 8.08
winning number of waves in box: 8
its rate / predicted peak rate: 0.9996
Neglected effects, 3 nm film
k h at fastest wave: 0.0470
wavelength change, finite k h: 0.099 percent
inertia number rho*rate*h^2/mu: 3.1e-06
gravity / van der Waals stiffness: 1.2e-10
plasma energy used for retardation: 11.0 eV
A of free-standing plasma film: 1.62 eV
retarded / instant stiffness: 0.985
wavelength change, retardation: 0.7 percent
shortest half-wave for roughness: 0.25 nm
thermal roughness (rms): 0.132 nm
wavelength change, roughness: -0.97 percent
d(gamma)/dT used: -0.0010 eV/(nm^2 K)
dT/dh for +5 percent wavelength: 0.73 K/nm
contact angle used: 120 degrees
hole-edge speed limit: 283 m/s
edge travel limit in one growth time: 1.63 mm
edge time over one wavelength, at least: 1.42 ns
```
